# Steeper Tafel slopes and uncompensated solution resistance, part 1

(Sections cited here and not found follow in the second part.)

**Q:** You gave me a calculated polarization curve for a nickel-plating cell without telling me what went into it. I plotted overpotential against the logarithm of current density and drew a line through each decade. From 0.5 to 5 mA/cm² the slope is 141 mV per decade; from 5 to 50 mA/cm² it is 236 mV per decade. The Tafel slope reflects the rate-determining step, so the deposition mechanism must change somewhere near 5 mA/cm².

**A:** Which equation connects the slope to the rate-determining step?

**Q:** The Tafel equation. I count cathodic current density $j$ and cathodic overpotential $\eta$ as positive, and neglect the reverse reaction:

$$j=j_0\exp\left(\frac{\alpha F\eta}{RT}\right).$$

Here $j_0$ is the exchange current density and $\alpha$ the cathodic transfer coefficient. Taking the logarithm and solving for $\eta$,

$$\eta=\frac{RT}{\alpha F}\ln\frac{j}{j_0}=b\log_{10}\frac{j}{j_0},\qquad b=\frac{\ln(10)\,RT}{\alpha F}.$$

The factor $\ln 10$ comes from $\ln x=\ln(10)\log_{10}x$. My two slopes give $\alpha=0.46$ and then $\alpha=0.28$. A different $\alpha$ means a different step.

**A:** The algebra is right. But $\eta$ in that equation is the overpotential across the interface, between the metal and the solution just outside it. Where was the potential of the solution sensed?

**Q:** At the tip of the reference probe. Does it matter, if the probe carries no current?

**A:** The probe carries none, but the solution between its tip and the cathode does. In this cell the tip is $d=2.0$ mm from the surface and the conductivity is $\kappa=0.08$ S/cm. Assume parallel faces and uniform current, so that the field in the gap is $j/\kappa$ everywhere. The potential difference across the gap is then

$$\frac{j}{\kappa}\,d=jr,\qquad r=\frac d\kappa=\frac{0.20\ \text{cm}}{0.08\ \text{S/cm}}=2.5\ \Omega\,\text{cm}^2.$$

This $r$ is the electrode area times the uncompensated resistance in ohms. If the potentiostat compensates part of the resistance electronically, $r$ stands for what is left.

**Q:** Does that difference add to my overpotential or subtract from it?

**A:** Follow the potentials. During deposition, positive current flows through the solution towards the cathode, from higher to lower potential. The solution at the tip is therefore higher by $jr$ than the solution at the surface. The electrode potential is that of the metal minus that of the solution, so the measured value is lower than the interfacial one:

$$E_\text{measured}=E_\text{interface}-jr.$$

The cathodic overpotential is the equilibrium potential minus the electrode potential. The minus sign turns into a plus:

$$V=E_\text{eq}-E_\text{measured}=\eta+jr.$$

You plotted $V$, not $\eta$. At 50 mA/cm² the interface has 612 mV and the solution takes $0.050\times2.5=0.125$ V, or 125 mV.

**Q:** So my curve is displaced. But a displacement doesn't tilt a line. Why should the slope change?

**A:** A constant displacement would not tilt it. This one grows with current. Differentiate with respect to the quantity on your horizontal axis, with $r$ held constant. Since $j=10^{\log_{10}j}=e^{\ln(10)\log_{10}j}$,

$$\frac{dj}{d\log_{10}j}=\ln(10)\,j.$$

The local slope of the measured curve is therefore

$$S\equiv\frac{dV}{d\log_{10}j}=\frac{d\eta}{d\log_{10}j}+r\,\frac{dj}{d\log_{10}j}
=\frac{d\eta}{d\log_{10}j}+\ln(10)\,r\,j.$$

With Tafel kinetics the first term is the constant $b$, and

$$S=b+\ln(10)\,r\,j.$$

The added term is proportional to current. It contains neither $\alpha$ nor $j_0$: it comes from plotting a voltage that is linear in $j$ against a logarithm of $j$.

**Q:** What value of $b$ did you use?

**A:** One value throughout. The temperature is 328 K and $\alpha=0.5$, so $RT/(\alpha F)=56.6$ mV and $b=2.303\times56.6=130$ mV per decade. I solved for the current at each applied potential and differentiated the resulting curve numerically. The slopes agree with the formula:

- at 0.5 mA/cm², $130.2+2.9=133.1$ mV per decade;
- at 5 mA/cm², $130.2+28.8=159.0$ mV per decade;
- at 50 mA/cm², $130.2+287.8=418.0$ mV per decade.

The last ohmic contribution is $2.303\times2.5\times0.050=0.288$ V per decade. It is larger than the 125 mV drop itself by the factor $\ln 10$, so a drop that looks modest beside the total voltage can still dominate the slope.

**Q:** If the slope varies that much, how could I draw a straight line through the upper decade?

**A:** You averaged a changing slope. Integrate $S$ over $\log_{10}j$ from $j_1$ to $j_2$. The first term gives $b\log_{10}(j_2/j_1)$. In the second, $\ln(10)\,j\,d\log_{10}j=dj$, so the integral is $r(j_2-j_1)$. Dividing by the width of the interval gives the end-to-end slope:

$$\overline S=b+\frac{r(j_2-j_1)}{\log_{10}(j_2/j_1)}.$$

For one decade the denominator is 1. The lower decade gives $130.2+2.5\times4.5=141.5$ mV per decade, and the upper gives $130.2+2.5\times45=242.7$ mV per decade, where ohm cm² times mA/cm² is mV. Your least-squares line has 236 rather than 243 because it uses eleven points across the decade, while the end-to-end slope uses two; on a curved graph the two constructions differ.

**Q:** The upper fit has $R^2=0.98$. I took that as support for a straight line.

**A:** Its largest residual is 21 mV, against 2 mV in the lower decade. A high $R^2$ says that the line accounts for most of the variation in $V$, not that the remainder is random. Here the remainder has a definite shape. Differentiating $S$ once more gives

$$\frac{dS}{d\log_{10}j}=[\ln(10)]^2rj>0,$$

so the curve bends upward throughout. Two Tafel regions joined at a corner would each have a constant slope. This model has no second constant slope to find.

**Q:** Is there at least a current at which resistance takes over?

**A:** There is a natural scale. Set the ohmic term equal to $b$, which doubles the slope:

$$\ln(10)\,r\,j_*=b\quad\Rightarrow\quad j_*=\frac{b}{\ln(10)\,r}=\frac{RT}{\alpha Fr}=\frac{56.6\ \text{mV}}{2.5\ \Omega\,\text{cm}^2}=22.6\ \text{mA/cm}^2.$$

At that current the ohmic drop is $RT/(\alpha F)$, here 56.6 mV. Well below $j_*$ the slope approaches $b$. Well above it, the term $\ln(10)rj$ dominates: the slope stays $b$ above that term and goes on growing with it. Nothing happens to the reaction at $j_*$. A more conductive bath or a closer probe moves $j_*$ upward.

**Q:** Then how should I have examined the curve?

**A:** Plot the local slope $S$ against $j$, not against $\log_{10}j$. For constant $b$ and $r$ this is a straight line with intercept $b$ and gradient $\ln(10)r$. The calculated slopes return 130.2 mV per decade and 2.50 ohm cm². With measured data, smooth with care, because differentiation amplifies noise.

Next, change the probe gap while keeping the kinetics, temperature, conductivity and agitation fixed. With electronic compensation switched off, and with $r$ arising in the solution rather than in contacts or surface films, halving the gap halves $r$, so at 50 mA/cm² the slope falls from 418 to $130+288/2=274$ mV per decade. An interfacial reaction has no reason to respond to the position of the probe, provided that the probe doesn't disturb the current or the flow.

**Q:** Suppose I simply subtract $jr$. How well must I know $r$?

**A:** With the correct $r$, the fit over the upper decade returns to 130 mV per decade. If you subtract too little, by an amount $\delta r$, the remaining slope is

$$S_\text{corrected}=b+\ln(10)\,\delta r\,j.$$

For a 10% shortfall, $\delta r=0.25$ ohm cm², and the local error at 50 mA/cm² is $2.303\times0.25\times0.050=0.0288$ V, or 29 mV per decade. If you subtract too much, $\delta r$ is negative and the corrected slope falls with current. That could equally be mistaken for kinetics.

The 10% shortfall gives a fitted slope of 141 mV per decade in the upper decade, the same as the uncorrected lower decade. This follows from the product $jr$: the currents are ten times larger and the remaining resistance is ten times smaller, so the ohmic voltage has the same values at corresponding points.

**Q:** If I choose $r$ to make the corrected plot straight, I've assumed what I wanted to prove. Can I measure it separately?

**A:** Yes, with impedance. Apply a small sinusoidal voltage on top of the steady one. The current crosses $r$ and then divides at the interface: part charges the double-layer capacitance $C$ and part drives the reaction. For small changes, the reaction behaves as a resistance

$$R_\text{ct}=\frac{d\eta}{dj}=\frac{d}{dj}\left(\frac{b}{\ln 10}\ln\frac{j}{j_0}\right)=\frac{b}{\ln(10)\,j}.$$

The two paths are in parallel, so their admittances $1/R_\text{ct}$ and $i\omega C$ add. The series resistance then adds to the inverse of that sum:

$$Z=r+\frac{1}{1/R_\text{ct}+i\omega C}=r+\frac{R_\text{ct}}{1+i\omega R_\text{ct}C}.$$

At high frequency the capacitance short-circuits the reaction and $Z\to r$. At low frequency its current vanishes and $Z\to r+R_\text{ct}$. Plotted with its real and imaginary parts as axes, $Z$ traces a semicircular arc between these two limits. One end of the arc gives the resistance, and its width gives the kinetics.

**Q:** Does this work when the current is as large as 50 mA/cm²?

**A:** In this model it does. I integrated the nonlinear charging equation in time, with $C=20$ µF/cm² and a small sinusoidal drive, and extracted the impedance from the response. The real part is 2.500 ohm cm² at 1 MHz and 3.631 ohm cm² at 10 Hz. The difference is $R_\text{ct}=1.131$ ohm cm², from which

$$b=\ln(10)\,j\,R_\text{ct}=2.303\times0.050\times1.131=0.130\ \text{V per decade}.$$

The steady curve and the impedance also fit together. Since $dV/dj$ is the zero-frequency impedance,

$$S=\ln(10)\,j\,\frac{dV}{dj}=\ln(10)\,j\,(r+R_\text{ct}).$$

With the sum 3.631 ohm cm² this gives 418 mV per decade, the slope found from the steady curve.

The reading of the arc has conditions. It assumes one Tafel process without slow adsorbed intermediates or diffusion. If either responds at the same frequencies, the arc needs a fuller model before its width can be converted into $b$. A resistive surface film with its own capacitance is short-circuited at high frequency as well, so its resistance drops out of the high-frequency limit while it still adds to the steady slope: 0.5 ohm cm² of film is worth 58 mV per decade at 50 mA/cm². Whether a given frequency reaches that limit depends on the film capacitance: at 1 MHz, 0.05 of the 0.5 ohm cm² remains in the real part for 1 µF/cm² and 0.46 for 0.1 µF/cm². The reading also assumes uniform current. On an electrode with edges, the high-frequency limit belongs to the current distribution set by the solution alone, so it differs from $d/\kappa$ and corrects the steady curve only approximately.

**Q:** I'm persuaded. When a Tafel plot steepens, I'll blame the solution.

**A:** That would replace one automatic inference by another. The relation

$$S=\frac{d\eta}{d\log_{10}j}+\ln(10)rj$$

holds for any smooth $\eta(j)$ with constant $r$. Its first term need not be constant.

Take two successive electron transfers with a dilute intermediate. Let $k_1$ be the rate of its formation, $k_{-1}\theta$ the rate of its return and $k_2\theta$ the rate of its reduction to metal, where $\theta$ is its amount in scaled units. Neglect dissolution of the metal. In the steady state, formation equals removal:

$$k_1=(k_{-1}+k_2)\theta,\qquad j\propto k_2\theta=\frac{k_1k_2}{k_{-1}+k_2}.$$

Give each transfer a symmetry factor of one half. Define $x=F(\eta-\eta_x)/(RT)$, with $\eta_x$ the overpotential at which $k_{-1}=k_2$. The forward rates vary as $e^{x/2}$ and the return rate as $e^{-x/2}$, so

$$j\propto\frac{e^{x/2}e^{x/2}}{e^{-x/2}+e^{x/2}}=\frac{e^{x/2}}{1+e^{-x}}.$$

Take the logarithm and differentiate:

$$\frac{d\ln j}{dx}=\frac12+\frac{e^{-x}}{1+e^{-x}}=\frac12+\frac1{1+e^x}.$$

The intrinsic slope is $\ln(10)(RT/F)$ divided by this expression. For large negative $x$ the divisor is $3/2$, the second transfer limits the rate, and the slope is 43 mV per decade. For large positive $x$ the divisor is $1/2$, the first transfer limits the rate, and the slope is 130 mV per decade.

Uncompensated solution resistance steepens a Tafel plot without any change in the reaction, but a two-step reaction can also steepen it for a kinetic reason. It remains to see whether that kinetic change survives the resistance correction, what else can imitate it, and what a claim of changed kinetics requires.
